# Where Gap States Decay Fastest at a Nearly-Free-Electron Surface

## 1. A lopsided pair of numbers

A crystal of planes 0.20 nm apart has an energy gap of 6 eV. An electron state at its surface, with energy inside the gap, fades into the crystal as \(e^{-\kappa\,\cdot\,\text{depth}}\). In the two-wave model, \(\kappa = 2.421\ \text{nm}^{-1}\) for a state 1 eV below midgap and \(2.297\ \text{nm}^{-1}\) for one 1 eV above. If the decay were fastest at midgap and symmetric about it, these would be equal. They differ by about 5 %.

A simple picture says that \(\kappa\) vanishes at both band edges and is largest at midgap. The first half will survive, under a condition on the potential. The second half is the leading-order answer for a weak potential; the maximum of the model lies slightly below midgap.

Here \(\kappa\) describes the amplitude. The probability density decays with \(2\kappa\).

## 2. Two waves

Consider motion along the surface normal \(z\), with zero lateral momentum and a potential that does not vary along the surface. Let the atom planes lie at \(z=na\), with \(n\) an integer, and let \(g=2\pi/a\). With \(C=\hbar^2/2m\), the equation inside the crystal is

\[
-C\psi''+2V\cos(gz)\,\psi=E\psi ,\qquad V>0 .
\]

Energies are counted from the mean crystal potential. Positive \(V\) means that the effective potential is repulsive at the atom planes, as a pseudopotential can be.

Since \(2V\cos(gz)=V(e^{igz}+e^{-igz})\), the potential connects waves whose wave numbers differ by \(g\). Near the zone boundary \(k=g/2\), the waves \(k\) and \(k-g\) have nearly equal kinetic energies and mix strongly. The model keeps these two:

\[
\psi=c_1e^{i(g/2+q)z}+c_2e^{i(-g/2+q)z}.
\]

Their kinetic energies are

\[
C\left(\tfrac g2\pm q\right)^2=E_B\pm Cgq+Cq^2,\qquad E_B=\frac{Cg^2}{4}.
\]

Put \(\varepsilon=E-E_B\). Collecting the coefficients of each wave gives

\[
(\varepsilon-Cq^2-Cgq)\,c_1=Vc_2,\qquad
(\varepsilon-Cq^2+Cgq)\,c_2=Vc_1 .
\]

Multiply the two equations and cancel \(c_1c_2\). Because \(C^2g^2=4CE_B\),

\[
(\varepsilon-Cq^2)^2-4E_BCq^2=V^2 .
\]

At \(q=0\) the energies are \(\varepsilon=\pm V\). These are the gap edges, so the gap is \(2V\) and \(\varepsilon=0\) is midgap.

A decaying state has imaginary \(q\). Setting \(q=\pm i\kappa\) changes \(q^2\) into \(-\kappa^2\):

\[
(\varepsilon+C\kappa^2)^2+4E_BC\kappa^2=V^2. \tag{1}
\]

An infinite crystal has no use for such a solution, which grows without limit in one direction. A surface cuts off the growing side.

## 3. The simplest case: a weak potential

Both terms on the left of (1) are squares, so \(4E_BC\kappa^2\le V^2\), and hence \(C\kappa^2\le V^2/4E_B\). If \(V\ll E_B\), this is much smaller than \(V\). Dropping \(C\kappa^2\) from the first bracket removes \(2\varepsilon C\kappa^2+(C\kappa^2)^2\), which is then small beside the second term, \(4E_BC\kappa^2\). With \(\sqrt{4E_BC}=Cg\),

\[
\kappa_0=\frac{\sqrt{V^2-\varepsilon^2}}{Cg}. \tag{2}
\]

This is a semi-ellipse, zero at both edges and largest at midgap. It is the source of the simple picture in section 1.

For the example, \(C=0.0381\ \text{eV nm}^2\), \(g=31.416\ \text{nm}^{-1}\), \(E_B=9.401\) eV and \(V=3\) eV. Thus \(Cg=1.197\) eV nm, and at \(\varepsilon=\pm1\) eV

\[
\kappa_0=\frac{\sqrt{9-1}}{1.197}=2.363\ \text{nm}^{-1}.
\]

The two opening values lie on either side of this. To find the splitting, expand the bracket in (1):

\[
4E_BC\kappa^2=V^2-\varepsilon^2-2\varepsilon C\kappa^2-(C\kappa^2)^2 .
\]

Keep the term linear in \(C\kappa^2\) on the right, and put \(\kappa_0\) into it:

\[
\kappa^2\simeq\kappa_0^2\left(1-\frac{\varepsilon}{2E_B}\right),\qquad
\kappa\simeq\kappa_0\left(1-\frac{\varepsilon}{4E_B}\right).
\]

At \(\varepsilon=\mp1\) eV the correction is \(\pm1/37.6=\pm2.7\,\%\), which gives 2.426 and 2.300 nm\(^{-1}\). That accounts for the 5 % difference. The small remainder is of second order in \(1/E_B\). Its largest part comes from the neglected squared term, which lowers both values.

## 4. The general two-wave result

Now keep everything in (1). With \(x=C\kappa^2\), it becomes

\[
x^2+2(\varepsilon+2E_B)x+\varepsilon^2-V^2=0 .
\]

A quarter of the discriminant is

\[
(\varepsilon+2E_B)^2-(\varepsilon^2-V^2)=4E_B^2+4E_B\varepsilon+V^2 .
\]

In the first form it is positive for \(|\varepsilon|<V\), so both roots are real. Their product \(\varepsilon^2-V^2\) is negative, so one root is positive and one negative. The positive root is

\[
C\kappa^2=-(\varepsilon+2E_B)+\sqrt{4E_B^2+4E_B\varepsilon+V^2}. \tag{3}
\]

The negative root means a real \(q\), seemingly a travelling wave inside the gap. For a weak potential it lies near \(|q|=g\). With \(q\) near \(g\), the retained waves have wave numbers near \(3g/2\) and \(g/2\), while the wave near \(-g/2\), which mixes strongly with the latter, has been left out. This root is therefore an artefact and is discarded. The full second-order equation has two independent solutions at each energy, and the pair \(\pm\kappa\) already supplies them.

At midgap, (3) gives

\[
C\kappa^2=-18.8015+\sqrt{18.8015^2+9}=0.238\ \text{eV},
\]

so \(\kappa=\sqrt{0.238/0.0381}=2.50\ \text{nm}^{-1}\).

### Limit: the two edges

At \(\varepsilon=V\) the square root is \(2E_B+V\), and \(\kappa=0\). At \(\varepsilon=-V\) it is \(|2E_B-V|\), so that

\[
C\kappa^2=V-2E_B+|2E_B-V| .
\]

This vanishes if \(V\le2E_B\), but equals \(2(V-2E_B)\) otherwise. For \(V=2.2E_B\) it is \(0.4E_B\), or \(\kappa=9.93\ \text{nm}^{-1}\) at the supposed edge. A potential that strong is far outside the nearly-free-electron regime, and the number only marks where the algebraic statement fails. From here on \(V<2E_B\); the example has \(3<18.8\) eV.

Close to an edge, let \(\delta\) be the distance into the gap. Then \(x\) is small and \(x^2\) can be dropped from the quadratic. Using \(V^2-\varepsilon^2\simeq2V\delta\),

\[
C\kappa^2\simeq\frac{V}{2E_B\pm V}\,\delta ,
\]

with the plus sign at the upper edge and the minus sign at the lower. Thus \(\kappa\) rises as the square root of \(\delta\), and more steeply at the lower edge. The prefactor is the effective mass ratio \(m^*/m\) of that band edge. Indeed, expanding the travelling-wave energies \(\varepsilon=Cq^2\pm\sqrt{V^2+4E_BCq^2}\) for small \(q\) gives

\[
\varepsilon\simeq\pm V\pm\frac{2E_B\pm V}{V}\,Cq^2 ,
\]

and \(m^*/m\) is the inverse of the curvature factor. The ratios are \(3/21.8=0.14\) above and \(3/15.8=0.19\) below. The free-electron term \(Cq^2\) bends both bands upward, which sharpens the upper band and flattens the lower one. For \(\delta=0.1\) eV the edge formula gives 0.60 and 0.71 nm\(^{-1}\), against 0.597 and 0.698 from (3).

## 5. Where the maximum lies

Equation (1) gives the maximum almost without calculation. Rewrite it as

\[
4E_BC\kappa^2=V^2-(\varepsilon+C\kappa^2)^2 .
\]

The right side is at most \(V^2\), and reaches it when \(\varepsilon=-C\kappa^2\). Therefore

\[
\kappa_m=\frac{V}{Cg},\qquad
\varepsilon_m=-C\kappa_m^2=-\frac{V^2}{4E_B}. \tag{4}
\]

In Hartree atomic units, where \(C=1/2\), these are \(\kappa_m=2V/g\) and \(\varepsilon_m=-2V^2/g^2\).

The derivative of (3) agrees and shows that there is no second maximum:

\[
\frac{d(C\kappa^2)}{d\varepsilon}=-1+\frac{2E_B}{\sqrt{4E_B^2+4E_B\varepsilon+V^2}} .
\]

The square root increases with \(\varepsilon\), so the derivative falls steadily and vanishes once, where \(4E_B\varepsilon+V^2=0\).

The shift has a direct meaning. For complex wave numbers the kinetic energies of the two waves are

\[
C\left(\tfrac g2\pm i\kappa\right)^2=E_B-C\kappa^2\pm iCg\kappa .
\]

Decay lowers their common real part by \(C\kappa^2\). The fastest decay occurs when the energy of the state equals this lowered value, rather than \(E_B\).

For the example,

\[
\kappa_m=\frac{3}{1.197}=2.506\ \text{nm}^{-1},\qquad
\varepsilon_m=-\frac{9}{37.60}=-0.239\ \text{eV}.
\]

The amplitude decay length \(1/\kappa_m\) is 0.399 nm, or two layers. In atomic units \(\kappa_m=0.1326\) bohr\(^{-1}\).

As a fraction of the gap, the shift is \(V/8E_B\), here 4 %. It vanishes with \(V\), as section 3 requires. Since the curve is flat near its top, \(\kappa\) at midgap is only 0.3 % below the maximum. Midgap is thus a good place to estimate the largest \(\kappa\), but a poor guide to the asymmetry of the curve.

## 6. What the wave looks like

Let the crystal lie to the left of its surface. The wave must grow with \(z\) towards the surface, so \(q=-i\kappa\). The first amplitude equation becomes

\[
(\varepsilon+C\kappa^2+iCg\kappa)\,c_1=Vc_2 .
\]

By (1), the bracket has modulus \(V\). Hence \(c_2=e^{i\chi}c_1\), with

\[
\cos\chi=\frac{\varepsilon+C\kappa^2}{V},\qquad
\sin\chi=\frac{Cg\kappa}{V}=\frac{\kappa}{\kappa_m}.
\]

Choosing \(c_1=e^{-i\chi/2}/2\) makes the wave real:

\[
\psi=e^{\kappa z}\cos\left(\frac{gz}{2}-\frac{\chi}{2}\right). \tag{5}
\]

The energy follows from \(\cos\chi\), with \(\kappa=\kappa_m\sin\chi\):

\[
\varepsilon=V\cos\chi-C\kappa_m^2\sin^2\chi .
\]

Its derivative is \(-\sin\chi\,(V+2C\kappa_m^2\cos\chi)\). The bracket is at least \(V-V^2/2E_B\), which is positive for \(V<2E_B\). So \(\chi\) runs steadily from 0 at the upper edge to \(\pi\) at the lower one.

At the upper edge the wave is \(\cos(gz/2)\), even about the atom plane at \(z=0\), with its crests on the repulsive planes. At the lower edge it is \(\sin(gz/2)\), odd about that plane, with its crests between planes. Fastest decay occurs at \(\chi=\pi/2\), where the cosine in (5) contains both forms with equal weight. A negative \(V\) would exchange the two parities and leave \(\kappa(\varepsilon)\) unchanged, because (3) contains \(V^2\).

Over one layer the cosine in (5) changes only its sign, so the density falls by the factor \(e^{-2\kappa a}\) per layer. Summing over layers, the fraction of the state's weight in the crystal that lies deeper than \(n\) layers is \(e^{-2\kappa na}\). For \(n=4\) this is 2 % at the maximum, but 38 % for a state 0.1 eV below the upper edge, where \(\kappa=0.597\ \text{nm}^{-1}\). Within the model, a midgap state samples the last few deposited layers, while a state near an edge reaches well beneath them.

## 7. The surface selects the energy

So far \(\kappa(\varepsilon)\) is a property of the bulk. Whether a state exists, and at what energy, depends on the surface. Let the crystal end at \(z_s=fa\), counted from the last atom plane, and let the potential outside be constant at \(U\). The outside wave is \(e^{-\lambda(z-z_s)}\), with \(C\lambda^2=U-E\). Continuity of \(\psi'/\psi\) gives

\[
\kappa-\frac g2\tan\theta=-\lambda,\qquad \theta=\pi f-\frac{\chi}{2}. \tag{6}
\]

Take \(U=13\) eV above the mean crystal potential and \(f=0.5\). The solution is \(\varepsilon=-0.757\) eV. There (3) gives \(\kappa=2.47\ \text{nm}^{-1}\), so \(\cos\chi=-0.175\), \(\theta=0.70\) and \(\tan\theta=0.84\). Outside, \(\lambda=\sqrt{4.356/0.0381}=10.7\ \text{nm}^{-1}\). The required tangent is \((\kappa+\lambda)/(g/2)=13.2/15.7=0.84\), as it should be.

For comparison, the full cosine potential was diagonalized on a grid for a 50-layer slab, with the same step on one side, a hard wall at the back, and \(U\) and \(V\) held fixed. Energies are \(\varepsilon\) in eV, and \(\kappa\) in nm\(^{-1}\) was read from the slab wave function:

| \(f\) | slab \(\varepsilon\) | from (6) | slab \(\kappa\) |
|---|---|---|---|
| 0.25 | 2.40 | 2.25 | 1.27 |
| 0.40 | 0.62 | 0.65 | 2.37 |
| 0.50 | −1.06 | −0.76 | 2.42 |
| 0.60 | −2.53 | −2.14 | 1.58 |

Moving the step outward widens the region of low potential, and the state descends through the gap. Its decay constant rises and then falls, as (3) requires. If (3) is evaluated at the slab energies, counted from the midgap of the full potential, it reproduces the slab \(\kappa\) within 1 %.

The energies from (6) are less accurate, with errors up to 0.39 eV. For the same four terminations, the largest error divided by \(V\) falls from 0.13 at \(V=3\) eV to 0.043 at \(V=1\) eV. An error proportional to \(V^2\) would behave in this way, as expected if it comes from omitted waves whose amplitudes are proportional to \(V\).

A fractional \(f\) is a simple stand-in for a changed surface potential, such as an adsorbate or a relaxed top layer might produce. It does not describe a partly covered layer with islands. After a complete, identical layer has been added, the surface has the same \(f\), and the model returns the same energy.

## 8. Restoring the other waves

The shift in (4) is of second order in \(V\), and so are the effects of the omitted waves. The result must therefore be checked against them. The wave near \(3g/2\) couples to \(c_1\), and the one near \(-3g/2\) to \(c_2\). Their kinetic energy is about \(9E_B\), so

\[
c_3\simeq\frac{V}{E_B-9E_B}\,c_1=-\frac{V}{8E_B}\,c_1 ,
\]

and likewise for the other. Fed back through \(V\), each lowers the energy of its partner by \(V^2/8E_B\). To leading order both retained waves shift equally. The edges and the maximum then move down together by \(9/75.2=0.12\) eV, and the distance from the maximum to the true midgap is unchanged.

Integrating the full cosine equation over one period confirms this. The edges move from 6.401 and 12.401 eV to 6.286 and 12.276 eV. The maximum lies 0.236 eV below the new midgap, against 0.239 eV in (4), and its height is 2.495 instead of 2.506 nm\(^{-1}\).

The weak-potential limit is a sharper test. The ratio of the full offset to \(-V^2/4E_B\) is 0.9875 at \(V=3\) eV, 0.9968 at 1.5 eV and 0.9992 at 0.75 eV. Each halving of \(V\) reduces the deviation from 1 about fourfold. The downward shift of the maximum is thus a property of the cosine potential itself, and not an artefact of keeping two waves.

## 9. Beside a real nickel film

The parameters are rough, rounded values for a growing Ni(111) film: the layer spacing, the gap between sp bands at zero lateral momentum, and the vacuum level. Nickel breaks several assumptions of the model. The first two estimates below hold the gap at 6 eV by readjusting \(V\).

**Lateral structure.** The fcc lattice also mixes in waves that vary along the surface. With 90 plane waves, and the (111)-type Fourier components alone, the maximum is 2.549 nm\(^{-1}\), 1.7 % above the two-wave value, and lies 0.239 eV below midgap. Going from 40 to 90 waves changes \(\kappa\) by less than 0.001 nm\(^{-1}\). The height is more sensitive to the omitted (200) components. An assumed value of 1.5 or 3 eV for them, at the same gap, raises the maximum to 2.56 or 2.60 nm\(^{-1}\), while the offset stays near 0.24 eV.

**The d electrons.** Add a flat level at \(\varepsilon_d\), coupled with strength \(\gamma\) to both waves. Its amplitude obeys \((\varepsilon-\varepsilon_d)c_d=\gamma(c_1+c_2)\). Eliminating it replaces \(\varepsilon\) by \(\varepsilon-\Sigma\) and \(V\) by \(V+\Sigma\), where \(\Sigma=\gamma^2/(\varepsilon-\varepsilon_d)\). The weak-potential form (2) becomes

\[
(Cg\kappa)^2\simeq(V+\Sigma)^2-(\varepsilon-\Sigma)^2=(V+\varepsilon)(V-\varepsilon+2\Sigma).
\]

For a level below the gap, \(\Sigma\) is positive and largest near the lower edge, so it favours decay in the lower half. With the level 1 eV below that edge and an assumed \(\gamma=1\) eV, the maximum rises to 2.61 nm\(^{-1}\), 4 % above the two-wave value, and lies 0.35 eV below midgap. The offset from midgap thus grows by 0.11 eV, which is nearly half its two-wave value but only 2 % of the gap. Real d bands have width and several symmetries, so this is an estimate of size, not a prediction.

**Magnetism.** Nickel is ferromagnetic at room temperature, and its two spin directions have different bands. If the whole gap shifts down rigidly by an assumed 0.2 eV for one spin direction, a state held at fixed energy, initially 1 eV above the lower edge, changes from \(\kappa=1.97\) to 2.10 nm\(^{-1}\), an increase of 7 %. At fixed energy the size and sign of the change depend on where the state lies. By (3), the same shift lowers \(\kappa\) by about 3 % for a state 1 eV above midgap, and changes it by less than 1 % for one 0.5 eV below midgap. These figures read the bulk curve at a fixed energy, but a surface state does not stay there: most of its weight is in the crystal, so it largely follows the gap. Lowering the crystal potential by 0.2 eV is the same as raising \(U\) from 13 to 13.2 eV in (6). The state 1 eV above the lower edge (\(f\approx0.59\)) then moves up by only 0.03 eV within the gap, and its \(\kappa\) rises by about 1 %, less than the two changes in maximum \(\kappa\) found above.

Electron correlation, the smooth image barrier outside the metal, surface relaxation and roughness have not been sized. A changed barrier alone would alter the energy of the state through (6), but not the bulk curve \(\kappa(E)\). In the two-wave model with these parameters, an amplitude decay length of about two layers belongs to states near the middle of the gap. Towards either edge it grows, so the energy of a state must be known before its depth can be stated. The remaining values are in the numerical output.

## Numbers as computed

```
INPUT (rough, Ni(111)-like)
layer spacing a = 0.20 nm; gap = 6.0 eV; V = 3.0 eV
vacuum level above mean crystal potential = 13.0 eV
TWO-WAVE MODEL
C = hbar^2/2m = 0.038100 eV nm^2
g = 31.4159 nm^-1
EB = 9.4008 eV; 2*EB = 18.8015 eV
gap edges above mean potential = 6.4008, 12.4008 eV
maximum kappa = 2.5064 nm^-1
maximum kappa = 0.13263 bohr^-1
shortest amplitude decay length = 0.3990 nm
shortest amplitude decay length = 1.995 layers
maximum lies at eps = -0.2393 eV from midgap
kappa(midgap)/kappa(max) = 0.99685
eps (eV), kappa (nm^-1):
   -3.0  0.0000
   -2.9  0.6976
   -2.0  1.9719
   -1.0  2.4209
    0.0  2.4985
    1.0  2.2968
    2.0  1.7735
    2.9  0.5972
    3.0  0.0000
V = 2.2*EB: kappa at eps = -V is 9.935 nm^-1
FULL COSINE POTENTIAL
gap edges = 6.2858, 12.2763 eV
maximum kappa = 2.4947 nm^-1
offset of maximum from true midgap = -0.2364 eV
V = 0.75 eV: offset/(two-wave offset) = 0.99921
V = 1.50 eV: offset/(two-wave offset) = 0.99683
V = 3.00 eV: offset/(two-wave offset) = 0.98750
largest curve difference/kappa max = 0.575 %
SURFACE STATES, energies from EB in eV, kappa in nm^-1
end(layers) E_slab E_match k_slab k_two-wave
  0.25  2.397  2.245  1.2697  1.2806
  0.40  0.619  0.654  2.3658  2.3764
  0.50  -1.064  -0.757  2.4218  2.4335
  0.60  -2.532  -2.141  1.5816  1.5935
max |E_slab-E_match|/V at V=3 eV: 0.1305
max |E_slab-E_match|/V at V=1 eV: 0.0430
NEGLECTED EFFECTS AT THE SAME 6 eV GAP
fcc waves: 90 waves, refitted V = 2.8317 eV
fcc waves: max kappa = 2.5487 nm^-1, offset = -0.2386 eV
fcc cutoff test, 40 to 90 waves:
  kappa shift = -2.5e-04 nm^-1
  offset shift = 8.1e-05 eV
d level 1.0 eV below gap, coupling 1.0 eV:
  refitted V = 2.8571 eV
  max kappa = 2.6094 nm^-1, offset = -0.3468 eV
exchange shift 0.2 eV, state 1 eV above lower edge:
  kappa 1.9719 -> 2.1034 nm^-1
```
